# Copper's neck radius from its quantum-oscillation frequency

## The problem

The magnetization of a cold, pure copper crystal oscillates as the magnetic field $B$ is changed. The oscillation is periodic in $1/B$, and its frequency $F$, the number of periods per unit of $1/B$, has the unit tesla. With the field along [111], one oscillation has $F=2.17$ kT. It belongs to the necks, the narrow tubes through which copper's Fermi surface crosses the hexagonal faces of the Brillouin zone. States inside the tube are filled.

Copper is face-centred cubic, with a lattice constant $a$ of roughly 3.6 Å and one conduction electron per atom.

1. What is the radius $k_n$ of the neck at its waist?
2. What fraction is it of the Fermi wavevector $k_F$ of free electrons at the same density?
3. Would free electrons have a neck at all?

SI equations are used, with $e>0$. Wavevectors are in Å⁻¹.

## Hints

**Hint 1.** In a field along $z$, the two in-plane components of the kinetic wavevector do not commute. Treat them as a position and a momentum, and quantize the area of a closed orbit.

**Hint 2.** Hold the Fermi energy fixed and ask at which values of $1/B$ successive levels pass through it.

**Hint 3.** Slices of the Fermi surface at different heights along the field have different areas. Ask which of them oscillate in step.

**Hint 4.** For $k_F$, count the atoms in a cubic cell and the spin states in a sphere. Then compare $k_F$ with the distance from the zone centre Γ to the centre L of a hexagonal face.

## Full solution

### From frequency to area

The kinetic wavevector of an electron of charge $-e$ is $\mathbf K=(\mathbf p+e\mathbf A)/\hbar$, where $\mathbf A$ is the vector potential. Since $[p_x,g]=-i\hbar\,\partial_x g$ for any function $g$ of position,

$$[K_x,K_y]=\frac{e}{\hbar^2}\left([p_x,A_y]+[A_x,p_y]\right)=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-ib,\qquad b=\frac{eB}{\hbar}.$$

Therefore $Q=K_y/b$ and $P=K_x$ obey $[Q,P]=i$, like a position and a momentum in units with $\hbar=1$. We assume that a single band matters and that its energy in the field is $E(\mathbf K)$, the zero-field band energy with $\mathbf k$ replaced by $\mathbf K$.

A semiclassical standing wave must return to itself after one circuit, so its phase $\oint P\,dQ$ is $2\pi n$ plus a constant from the turning points. The integral is the enclosed area in the $(Q,P)$ plane, which is the wavevector area $S$ divided by $b$:

$$\frac{S}{b}=2\pi(n+\gamma).$$

For free electrons of mass $m$, $S=\pi k^2=2\pi mE/\hbar^2$. With $\gamma=1/2$ the rule then gives the Landau levels $E=(n+\tfrac12)\hbar eB/m$. In general the rule is the leading result for large $n$.

At fixed Fermi energy $S$ is fixed, and level $n$ passes through that energy when

$$\frac1{B_n}=\frac{2\pi e}{\hbar S}(n+\gamma).$$

The constant $\gamma$ cancels between neighbouring crossings. Their separation is one period, $1/F$:

$$\frac1F=\frac{2\pi e}{\hbar S}\quad\Longrightarrow\quad S=\frac{2\pi eF}{\hbar}.$$

No effective mass and no parabolic band entered. As an illustration, take the dimensionless energy $K_x^2/2+4K_y^2+0.3K_x^4$, whose orbits are neither circles nor ellipses. Matrix diagonalization gives the values of $1/b$ at which levels 20 and 21 reach energy 1, and they differ by 3.5188. The area rule, $2\pi/S$ with $S$ from numerical integration, gives 3.5189.

### Which slice is measured

Let $q$ be the wavevector along the field, measured from L, and $\kappa$ the distance from L within the zone face. The points $L+\mathbf k$ and $L-\mathbf k$ have equal energy, because inversion takes the first to $-L-\mathbf k$ and $2L$ is a reciprocal-lattice vector. Terms linear in $\mathbf k$ therefore vanish at L. Threefold rotation about [111] makes the quadratic term isotropic within the face.

For the band that forms the neck, the energy rises away from L within the face and falls along the normal:

$$E=E_L+\frac{\hbar^2\kappa^2}{2m_\perp}-\frac{\hbar^2q^2}{2m_\parallel},$$

with both masses positive. Setting $E=E_F$ and solving for $\kappa^2$,

$$\kappa^2=k_n^2+\beta q^2,\qquad k_n^2=\frac{2m_\perp(E_F-E_L)}{\hbar^2},\qquad \beta=\frac{m_\perp}{m_\parallel}.$$

The slice area is $S(q)=\pi k_n^2+\pi\beta q^2$, smallest at the waist $q=0$.

Each slice oscillates with phase $S(q)/b$, apart from a constant. Adding the slices gives

$$\int e^{iS(q)/b}\,dq=e^{i\pi k_n^2/b}\int e^{i\pi\beta q^2/b}\,dq=e^{i\pi k_n^2/b}\sqrt{\frac{b}{\beta}}\;e^{i\pi/4}.$$

The last step is the Fresnel integral $\int e^{i\alpha q^2}dq=\sqrt{\pi/\alpha}\,e^{i\pi/4}$ with $\alpha=\pi\beta/b$. Slices away from the waist cancel because their phases vary rapidly with $q$. The factor $e^{i\pi/4}$ shifts the oscillation but leaves its frequency alone. The measured area is thus the waist area, not an average over the tube.

### The neck radius

For a circular waist $S=\pi k_n^2$, so

$$k_n=\sqrt{\frac S\pi}=\sqrt{\frac{2eF}{\hbar}}.$$

The constants give $e/\hbar=1.5193\times10^{-5}$ Å⁻² per tesla. Hence

$$S=2\pi(1.5193\times10^{-5})(2170)=0.207\ \text{Å}^{-2},$$

$$k_n=\sqrt{0.2071/\pi}=0.257\ \text{Å}^{-1}=2.57\ \text{nm}^{-1}.$$

Because $k_n\propto\sqrt F$, a relative error in $F$ is halved in $k_n$. Half a unit in the last digit of 2.17 kT is 0.23 percent of $F$, or 0.12 percent of the radius.

If the waist were not circular, $k_n$ would be the radius of the circle of equal area. Symmetry limits the difference. Within the face, threefold rotation and the equality of $L\pm\mathbf k$ together give sixfold symmetry. In a smooth expansion about L, the first term that depends on the angle $\varphi$ is then $\kappa^6\cos6\varphi$, which is small for a narrow neck.

### The free-electron comparison

A cubic cell of volume $a^3$ holds four atoms, so the electron density is $4/a^3$. In a crystal of volume $V$, each allowed wavevector occupies $(2\pi)^3/V$ and holds two spins. Filling a sphere of radius $k_F$ gives

$$\frac4{a^3}=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}\quad\Longrightarrow\quad k_F=\frac{(12\pi^2)^{1/3}}a.$$

Numerically, $k_F=4.911/3.6=1.364$ Å⁻¹, and

$$\frac{k_n}{k_F}=\frac{0.2568}{1.364}=0.188.$$

**The neck radius is about 0.26 Å⁻¹, or 19 percent of the free-electron Fermi wavevector.** The waist area is the square of this ratio, 3.5 percent of the free sphere's largest section.

The radius does not depend on $a$, but the ratio is proportional to it. With $F$ held fixed, a lattice constant 1 percent smaller changes the ratio from 18.8 to 18.6 percent.

### Would free electrons have a neck?

The point L lies at $(\pi/a)(1,1,1)$, so its distance from Γ is $\sqrt3\pi/a=1.51$ Å⁻¹. The free sphere reaches

$$\frac{k_F}{|\Gamma L|}=\frac{(12\pi^2)^{1/3}}{\sqrt3\,\pi}=0.90$$

of this distance, whatever the value of $a$. It does not touch the face, so free electrons would have no neck. A neck requires $E_L<E_F$, so the crystal potential must bring the state at L below the Fermi energy. The 19 percent therefore compares two lengths; it is not a property of a free-electron surface. The free sphere would oscillate at $\hbar k_F^2/(2e)=61$ kT, about 28 times the neck frequency.

### How large are the neglected effects?

A model surface gives estimates. With $X_i=ak_i/2$, let the Fermi surface be $f(\mathbf k)=C$, with filled states at $f<C$ and

$$f=3-(\cos X_1\cos X_2+\cos X_2\cos X_3+\cos X_3\cos X_1)+r\,(3-\cos2X_1-\cos2X_2-\cos2X_3).$$

Two conditions fix $r$ and $C$: half of the zone is filled, and the waist has the area found above. Numerical root finding on a wavevector grid gives $r=0.077$ and $C=3.53$. The neck size is an input here, so the model does not predict it.

- **Shape.** The smallest and largest waist radii of the model differ by about 0.01 percent, consistent with the symmetry argument. This is the model's roundness, not a measurement of copper's.
- **Slice selection.** Slices within 0.15 Å⁻¹ of the waist were added numerically, with weights falling smoothly to zero at the ends, for fields from 8 to 10 T. The sum oscillates at 2.17 kT. The weighted mean area would correspond to 2.50 kT.
- **Magnetic breakdown.** An electron might tunnel to another orbit in the same plane. Along rays from L, the smallest gap to another filled region is 1.37 Å⁻¹. The commutator sets the quantum spread of wavevector, $\sqrt b=0.0123$ Å⁻¹ at 10 T, which is 111 times smaller. Under the barrier the conjugate wavevector component is imaginary. If its size is comparable to the gap, the tunnelling exponent, which is an area in wavevector space divided by $b$, is of order $111^2\approx10^4$, and tunnelling within this band is negligible. A one-band model cannot describe tunnelling across the energy gap $E_g$ to the next band, which is the usual meaning of breakdown. Its exponent is roughly $E_g^2/(E_F\,\hbar eB/m)$. With rough values $E_g\approx4$ eV, $E_F\approx7$ eV and $\hbar eB/m=1.2$ meV at 10 T, this is about $2\times10^3$, so that channel is negligible too.

### Crystals and interconnects

At 10 T, $F/B=217$, so the large-$n$ rule is appropriate. Since a small field change obeys $\Delta(1/B)\approx\Delta B/B^2$, neighbouring oscillations are $B^2/F=0.046$ T apart. The semiclassical equation of motion $\hbar\dot{\mathbf k}=-e\,\dot{\mathbf r}\times\mathbf B$ makes the orbit in space a rotated copy of the orbit in wavevector, scaled by $1/b$. Its radius is $k_n/b=0.2568/(0.01233)^2\approx1.7\times10^3$ Å, or about 170 nm. A copper line a few tens of nanometres wide, a rough size for a fine interconnect, cannot contain this orbit. The assumption of a closed bulk orbit then fails, so the area rule cannot be applied to such a line at this field. The neck radius is therefore a bulk property learned from cold, clean crystals; its change in a hot, strained line is not calculated here.

## Variation 1: a misaligned field

*The field is tilted by $\theta=2^\circ$ from [111]. How far does the inferred radius move?*

The extremal slice still passes through L, by the symmetry between $L+\mathbf k$ and $L-\mathbf k$. Let $s$ and $t$ be perpendicular coordinates in the tilted plane, with $t$ along the line it shares with the zone face. Then $q=s\sin\theta$ and $\kappa^2=s^2\cos^2\theta+t^2$. Inserting these in $\kappa^2=k_n^2+\beta q^2$ gives an ellipse:

$$s^2(\cos^2\theta-\beta\sin^2\theta)+t^2=k_n^2,\qquad S(\theta)=\frac{\pi k_n^2}{\sqrt{\cos^2\theta-\beta\sin^2\theta}}.$$

For small $\theta$, the expression under the root is $1-(1+\beta)\theta^2$, so the relative area change is $\tfrac12(1+\beta)\theta^2$. The quadratic form has a closed orbit when $\tan^2\theta<1/\beta$. Near that limit the slice extends far along the tube, where the quadratic form is unreliable.

The model surface supplies $\beta$. Put $X_i=\pi/2+u_i$ and keep second order. Then $\cos X_i\approx-u_i$ and $\cos2X_i\approx-1+2u_i^2$, so

$$f\approx3+6r-(u_1u_2+u_2u_3+u_3u_1)-2r|\mathbf u|^2.$$

Within the face $u_1+u_2+u_3=0$, so the sum of products is $-|\mathbf u|^2/2$. Along the normal the $u_i$ are equal, and the sum is $|\mathbf u|^2$. The coefficients of $|\mathbf u|^2$ are therefore $\tfrac12-2r$ and $-(1+2r)$, and

$$\beta=\frac{1+2r}{\tfrac12-2r}=\frac{1.153}{0.347}=3.3.$$

With $\theta=0.0349$, the area grows by $\tfrac12(4.3)(0.0349)^2=0.26$ percent. Numerical integration over the full model surface gives 0.27 percent. For the model, the inferred radius is too large by half of this, about 0.13 percent. For copper this is only an estimate of size, because the neck area and the filling do not fix $\beta$: another surface that shares both can have a different $\beta$.

## Variation 2: a warmer crystal

*Take a rough neck cyclotron mass $m_c$ of 0.5 electron masses and a field of 10 T. How much of the oscillation amplitude survives thermal smearing at 1 K and at 300 K?*

The cyclotron mass is defined by $dS/dE=2\pi m_c/\hbar^2$. An energy shift $\varepsilon$ changes the phase $S/b$ by $2\pi\varepsilon/(\hbar\omega_c)$, where $\omega_c=eB/m_c$. Temperature averages the phase factor $e^{2\pi i\varepsilon/(\hbar\omega_c)}$ with the weight $-df_0/d\varepsilon$, where $f_0$ is the Fermi function. Writing $y=\varepsilon/(k_BT)$ and $s=2\pi k_BT/(\hbar\omega_c)$, the surviving fraction is

$$R=\int_{-\infty}^{\infty}\frac{e^{isy}}{4\cosh^2(y/2)}\,dy.$$

Shifting the path by $2\pi i$ multiplies the integral by $e^{-2\pi s}$. Between the two paths lies one double pole, at $y=i\pi$. With $y=i\pi+z$, the integrand is $-e^{-\pi s}(1+isz+\dots)/z^2$, whose residue is $-is\,e^{-\pi s}$. Thus

$$R(1-e^{-2\pi s})=2\pi s\,e^{-\pi s}\quad\Longrightarrow\quad R=\frac{X}{\sinh X},\qquad X=\pi s=\frac{2\pi^2k_BT}{\hbar\omega_c}.$$

As $T\to0$, $R\to1$. For large $X$, $R\approx2Xe^{-X}$.

Here $\hbar\omega_c=2.3$ meV. At 1 K, $X=0.73$ and $R=0.92$. At 300 K, $X\approx220$ and $R$ is of order $10^{-93}$. That exponent depends strongly on the rough mass, but the conclusion does not: at this field, thermal smearing alone removes the neck oscillation at room temperature.
